**Same populations, different clocks: Metropolis and heat-bath rules for two levels**

For levels separated by $D$ at temperature $T$, with Poisson attempts at rate $w_0$ and $b=e^{-D/kT}$, both rules give the upper population $b/(1+b)$, but their relaxation rates are $w_0(1+b)$ and $w_0$. The program asserts these rates by diagonalizing the master equation for several splittings at two temperatures, and by simulating the acceptance rules directly. It also asserts the flip frequencies, the small-step limit, the Arrhenius slopes, and the unequal mode ratios of a three-level system. A quadrature over a quartic double well tests the harmonic barrier rate to within 5%. For rough typical values of a silicon ad-dimer on Si(001), the output gives a rate ratio of 1.37 at 700 K and 1.10 at 300 K. It also shows that a barrier error of 0.05 eV changes the rate by a factor of 2.3 at 700 K, more than the choice between these two rules.

## Numerical check

```python
"""Two levels, 0 and D, in a heat bath at temperature T.
Result under test: Metropolis and heat-bath rules share the Boltzmann
populations, but with the same Poisson attempt rate w0 their relaxation
rates are w0*(1+b) and w0, where b = exp(-D/kT).
p = upper population; nu = vibration frequency; Ea = saddle energy above
the upper level. Energies in eV, temperatures in K, rates in 1/s.
Example: orientation of a Si ad-dimer on Si(001), rough typical inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import fsolve
from scipy.special import expit

K_B = const.k / const.e
PLANCK = const.h / const.e
D, EA, NU = 0.06, 0.65, 1.0e13
E_MIGRATE, ARRIVAL, E_ERROR = 0.95, 0.01, 0.05
T_ROOM, T_GROW = 300.0, 700.0


def generator(levels, temperature, rule):
    """Master-equation matrix in units of w0; column = starting level."""
    n = len(levels)
    matrix = np.zeros((n, n))
    for i in range(n):
        for j in range(n):
            if i == j:
                continue
            y = (levels[j] - levels[i]) / (K_B * temperature)
            if rule == "metropolis":
                matrix[j, i] = min(1.0, np.exp(-y))
            elif rule == "heat bath":
                matrix[j, i] = expit(-y)
            else:
                matrix[j, i] = np.exp(-y / 2)
    return matrix - np.diag(matrix.sum(axis=0))


def relaxation(levels, temperature, rule):
    return np.sort(-np.linalg.eigvals(
        generator(levels, temperature, rule)).real)[1:]


def attempt_rate(temperature):
    return NU * np.exp(-EA / (K_B * temperature))


# Diagonalization against the closed formulas, over splittings and T.
for temperature in (T_ROOM, T_GROW):
    for gap in (0.0, 0.01, D, 0.3):
        x = gap / (K_B * temperature)
        met = relaxation([0, gap], temperature, "metropolis")[0]
        bath = relaxation([0, gap], temperature, "heat bath")[0]
        sym = relaxation([0, gap], temperature, "symmetric")[0]
        assert abs(met / bath - (1 + np.exp(-x))) < 1e-10
        assert abs(bath - 1) < 1e-10
        assert abs(sym / (2 * np.cosh(x / 2)) - 1) < 1e-10

b = np.exp(-D / (K_B * T_GROW))
p_eq = b / (1 + b)
rng = np.random.default_rng(12345)


def simulate(rule, up, span):
    """Apply the acceptance rule itself at Poisson attempts; w0 = 1."""
    attempts = rng.poisson(span, up.size)
    flips = 0
    for n in range(attempts.max()):
        draw = rng.random(up.size)
        if rule == "metropolis":
            new = np.where(up, False, draw < b)
        else:
            new = draw < p_eq
        new = np.where(attempts > n, new, up)
        flips += np.count_nonzero(new != up)
        up = new
    return up.mean(), flips / up.size / span


walkers = 500000
sim_rate, sim_flip, sim_pop = {}, {}, {}
for rule, rate, flip in (("metropolis", 1 + b, 2 * p_eq),
                         ("heat bath", 1.0, 2 * p_eq * (1 - p_eq))):
    mean, _ = simulate(rule, np.ones(walkers, bool), 1.0)
    sim_rate[rule] = -np.log((mean - p_eq) / (1 - p_eq))
    error = np.sqrt(mean * (1 - mean) / walkers) / (mean - p_eq)
    assert abs(sim_rate[rule] - rate) < 5 * error
    _, sim_flip[rule] = simulate(rule, rng.random(walkers) < p_eq, 1.0)
    assert abs(sim_flip[rule] - flip) < 5 * np.sqrt(2 * flip / walkers)
    sim_pop[rule], _ = simulate(rule, np.ones(200000, bool), 12.0)
    assert abs(sim_pop[rule] - p_eq) < 5 * np.sqrt(p_eq / 200000)

# Discrete steps: proposal probability q at every step.
log_ratio = {}
for q in (0.5, 0.1, 0.01):
    decay = []
    for rule in ("metropolis", "heat bath"):
        step = np.eye(2) + q * generator([0, D], T_GROW, rule)
        after = np.linalg.matrix_power(step, 3)[1, 1]
        decay.append(np.log((after - p_eq) / (1 - p_eq)))
    log_ratio[q] = decay[0] / decay[1]
assert abs(log_ratio[0.01] - (1 + b)) < 0.01
assert abs(log_ratio[0.01] - 1 - b) < abs(log_ratio[0.1] - 1 - b)
one_step = {}
for rule in ("metropolis", "heat bath"):
    step = np.eye(2) + generator([0, D], T_GROW, rule)
    one_step[rule] = (step[1, 1] - p_eq) / (1 - p_eq)
assert abs(one_step["metropolis"] + b) < 1e-12
assert abs(one_step["heat bath"]) < 1e-12

# Three levels: one clock factor cannot map one rule onto the other.
three = [0.0, D, 0.20]
three_met = relaxation(three, T_GROW, "metropolis")
three_bath = relaxation(three, T_GROW, "heat bath")
mode_ratio = three_met / three_bath
pair_factor = [1 + np.exp(-g / (K_B * T_GROW)) for g in (D, 0.14, 0.20)]
assert min(pair_factor) < mode_ratio.min()
assert mode_ratio.max() < max(pair_factor)
assert abs(mode_ratio[1] - mode_ratio[0]) > 0.1

# Arrhenius slopes by finite difference in 1/kT.
slope = {}
beta = 1 / (K_B * T_GROW)
for rule in ("metropolis", "heat bath"):
    logs = []
    for shifted in (beta * 0.999, beta * 1.001):
        temp = 1 / (K_B * shifted)
        logs.append(np.log(attempt_rate(temp)
                           * relaxation([0, D], temp, rule)[0]))
    slope[rule] = -(logs[1] - logs[0]) / (0.002 * beta)
assert abs(slope["metropolis"] - EA - p_eq * D) < 1e-6
assert abs(slope["heat bath"] - EA) < 1e-6


# Flux over the saddle of a quartic double well with the same D and Ea.
def well_points(a, c):
    s = np.sort(np.roots([4 * a, 0, -4 * a, c]).real)
    return s, a * (s**2 - 1)**2 + c * s


def mismatch(parameters):
    _, v = well_points(*parameters)
    return [v[2] - v[0] - D, v[1] - v[2] - EA]


a, c = fsolve(mismatch, [0.68, 0.03])
assert np.max(np.abs(mismatch([a, c]))) < 1e-9
s, v = well_points(a, c)
kt = K_B * T_GROW
flux_ratio, weights = [], []
for well, lo, hi in ((0, -2.5, s[1]), (2, s[1], 2.5)):
    z = quad(lambda y: np.exp(-(a * (y*y - 1)**2 + c*y - v[well]) / kt),
             lo, hi, points=[s[well]])[0]
    curvature = 12 * a * s[well]**2 - 4 * a
    # exact flux rate divided by frequency * exp(-barrier/kT)
    flux_ratio.append(np.sqrt(2 * np.pi * kt / curvature) / z)
    weights.append(z * np.exp(-(v[well] - v[0]) / kt))
assert max(abs(r - 1) for r in flux_ratio) < 0.05
quartic_b = weights[1] / weights[0]

# Thermal average of parabolic-barrier transmission, relative to classical.
tunnel = {}
for temperature in (T_ROOM, T_GROW):
    u = PLANCK * NU / (K_B * temperature)
    tunnel[temperature] = quad(
        lambda e: np.exp(-e) * expit(2 * np.pi * e / u),
        -60, 60, points=[0], limit=300)[0]
    assert abs(tunnel[temperature] - (u / 2) / np.sin(u / 2)) < 1e-6

print(f"Splitting D = {D:.2f} eV; saddle above upper Ea = {EA:.2f} eV")
print(f"Frequency nu = {NU:.1e} 1/s")
for temperature in (T_ROOM, T_GROW):
    x = D / (K_B * temperature)
    w0 = attempt_rate(temperature)
    met = w0 * relaxation([0, D], temperature, "metropolis")[0]
    bath = w0 * relaxation([0, D], temperature, "heat bath")[0]
    sym = relaxation([0, D], temperature, "symmetric")[0]
    # Barrier rates in both directions must add up to the Metropolis rate.
    up = NU * np.exp(-(EA + D) / (K_B * temperature))
    down = NU * np.exp(-EA / (K_B * temperature))
    assert abs((up + down) / met - 1) < 1e-10
    print(f"--- T = {temperature:.0f} K")
    print(f"kT = {K_B * temperature:.5f} eV; D/kT = {x:.4f}")
    print(f"b = exp(-D/kT) = {np.exp(-x):.4f}")
    print(f"Upper population = {expit(-x):.4f}")
    print(f"Barrier rate up = {up:.4e} 1/s; down = {down:.4e} 1/s")
    print(f"Metropolis relaxation rate = {met:.4e} 1/s")
    print(f"Heat-bath relaxation rate = {bath:.4e} 1/s")
    print(f"Ratio Metropolis/heat bath = {met / bath:.4f}")
    print(f"Ratio symmetric rule/heat bath = {sym:.4f}")
    print(f"Tunnelling factor = {tunnel[temperature]:.4f}")

w0 = attempt_rate(T_GROW)
time = 5e-9
print("--- All following lines: T = 700 K unless stated")
for rule in ("metropolis", "heat bath"):
    lam = w0 * relaxation([0, D], T_GROW, rule)[0]
    left = expm(generator([0, D], T_GROW, rule) * w0 * time)[1, 1]
    assert abs(left - p_eq - (1 - p_eq) * np.exp(-lam * time)) < 1e-10
    print(f"{rule}: relaxation time = {1e9 / lam:.3f} ns")
    print(f"{rule}: upper population after 5 ns = {left:.4f}")
    print(f"{rule}: simulated rate/w0 = {sim_rate[rule]:.4f}")
    print(f"{rule}: simulated flips/(w0 t) = {sim_flip[rule]:.4f}")
    print(f"{rule}: simulated final population = {sim_pop[rule]:.4f}")
    print(f"{rule}: Arrhenius slope = {slope[rule]:.4f} eV")
print(f"Excess left after one full step, Metropolis = "
      f"{one_step['metropolis']:.4f}")
for q, value in log_ratio.items():
    print(f"Discrete-step rate ratio, q = {q:.2f}: {value:.4f}")
print("Three levels: 0, 0.06, 0.20 eV")
print(f"Slow mode/w0: Metropolis {three_met[0]:.4f}, "
      f"heat bath {three_bath[0]:.4f}, ratio {mode_ratio[0]:.4f}")
print(f"Fast mode/w0: Metropolis {three_met[1]:.4f}, "
      f"heat bath {three_bath[1]:.4f}, ratio {mode_ratio[1]:.4f}")
print(f"Rate factor for {E_ERROR:.2f} eV barrier error = "
      f"{np.exp(E_ERROR / kt):.3f}")
for g in (2.0, 0.5):
    free_gap = D - kt * np.log(g)
    assert free_gap > 0
    ratio = (relaxation([0, free_gap], T_GROW, "metropolis")[0]
             / relaxation([0, free_gap], T_GROW, "heat bath")[0])
    print(f"Upper/lower weight factor {g:.1f}: free-energy gap = "
          f"{free_gap:.4f} eV, rule ratio = {ratio:.4f}")
print(f"Quartic well, flux/harmonic rate: lower {flux_ratio[0]:.4f}, "
      f"upper {flux_ratio[1]:.4f}")
print(f"Quartic well, upper/lower population = {quartic_b:.4f}")
migration = NU * np.exp(-E_MIGRATE / kt)
print(f"Migration barrier = {E_MIGRATE:.2f} eV; "
      f"rate = {migration:.3e} 1/s")
print(f"Migration rate/heat-bath rate = {migration / w0:.5f}")
print(f"Direct arrivals = {ARRIVAL:.2f} 1/s per site")
print(f"Heat-bath rate/arrival rate = {w0 / ARRIVAL:.2e}")
t_cross = EA / (K_B * np.log(NU / ARRIVAL))
assert abs(attempt_rate(t_cross) / ARRIVAL - 1) < 1e-9
print(f"T where heat-bath rate equals arrivals = {t_cross:.1f} K")
print(f"Rule ratio at that T = "
      f"{relaxation([0, D], t_cross, 'metropolis')[0]:.4f}")
print("all good")
```

Running it gives:

```
Splitting D = 0.06 eV; saddle above upper Ea = 0.65 eV
Frequency nu = 1.0e+13 1/s
--- T = 300 K
kT = 0.02585 eV; D/kT = 2.3209
b = exp(-D/kT) = 0.0982
Upper population = 0.0894
Barrier rate up = 1.1817e+01 1/s; down = 1.2036e+02 1/s
Metropolis relaxation rate = 1.3218e+02 1/s
Heat-bath relaxation rate = 1.2036e+02 1/s
Ratio Metropolis/heat bath = 1.0982
Ratio symmetric rule/heat bath = 3.5047
Tunnelling factor = 1.1152
--- T = 700 K
kT = 0.06032 eV; D/kT = 0.9947
b = exp(-D/kT) = 0.3698
Upper population = 0.2700
Barrier rate up = 7.7308e+07 1/s; down = 2.0903e+08 1/s
Metropolis relaxation rate = 2.8634e+08 1/s
Heat-bath relaxation rate = 2.0903e+08 1/s
Ratio Metropolis/heat bath = 1.3698
Ratio symmetric rule/heat bath = 2.2525
Tunnelling factor = 1.0199
--- All following lines: T = 700 K unless stated
metropolis: relaxation time = 3.492 ns
metropolis: upper population after 5 ns = 0.4444
metropolis: simulated rate/w0 = 1.3682
metropolis: simulated flips/(w0 t) = 0.5402
metropolis: simulated final population = 0.2701
metropolis: Arrhenius slope = 0.6662 eV
heat bath: relaxation time = 4.784 ns
heat bath: upper population after 5 ns = 0.5267
heat bath: simulated rate/w0 = 1.0011
heat bath: simulated flips/(w0 t) = 0.3948
heat bath: simulated final population = 0.2703
heat bath: Arrhenius slope = 0.6500 eV
Excess left after one full step, Metropolis = -0.3698
Discrete-step rate ratio, q = 0.50: 1.6662
Discrete-step rate ratio, q = 0.10: 1.3983
Discrete-step rate ratio, q = 0.01: 1.3724
Three levels: 0, 0.06, 0.20 eV
Slow mode/w0: Metropolis 1.4062, heat bath 1.0490, ratio 1.3405
Fast mode/w0: Metropolis 2.0982, heat bath 1.9510, ratio 1.0754
Rate factor for 0.05 eV barrier error = 2.291
Upper/lower weight factor 2.0: free-energy gap = 0.0182 eV, rule ratio = 1.7397
Upper/lower weight factor 0.5: free-energy gap = 0.1018 eV, rule ratio = 1.1849
Quartic well, flux/harmonic rate: lower 0.9825, upper 0.9808
Quartic well, upper/lower population = 0.3767
Migration barrier = 0.95 eV; rate = 1.446e+06 1/s
Migration rate/heat-bath rate = 0.00692
Direct arrivals = 0.01 1/s per site
Heat-bath rate/arrival rate = 2.09e+10
T where heat-bath rate equals arrivals = 218.4 K
Rule ratio at that T = 1.0412
all good
```
